# A good fit to imaginary-time data does not establish the spectrum: a program that tests the result

```python
"""Two different positive spectra with nearly the same imaginary-time data.

G(tau) = -integral A(w) exp(-tau*w)/(1+exp(-beta*w)) dw, hbar = 1.
A_two: equal Gaussians of width s at centre-d and centre+d, total area 1.
A_one: a single Gaussian at centre with variance s^2+d^2, area 1.
Result under test: for centre=2 eV, d=0.2 eV, s=0.08 eV the two G(tau)
differ by less than 1e-4 for all tau and every beta >= 20/eV, although
A_one has one peak and A_two has two. Low-temperature closed form:
G_two-G_one = exp(-tau*centre+tau^2 s^2/2)*(exp(tau^2 d^2/2)-cosh(tau*d)).
Energies are in eV, imaginary times and beta in 1/eV.
"""
import numpy as np
from scipy.constants import e as charge, k as boltzmann
from scipy.stats import norm


def spectra(centre, d, s):
    sigma = np.hypot(s, d)
    w = centre + np.linspace(-10 * sigma, 10 * sigma, 1201)
    one = norm.pdf(w, centre, sigma)
    two = 0.5 * (norm.pdf(w, centre - d, s) + norm.pdf(w, centre + d, s))
    return w, one, two


def green_pair(tau, beta, centre, d, s):
    """Both Green's functions by quadrature of the definition."""
    w, one, two = spectra(centre, d, s)
    log_kernel = -np.outer(tau, w) - np.logaddexp(0, -beta * w)[None, :]
    kernel = np.exp(log_kernel)
    step = w[1] - w[0]
    g_one = -kernel @ one * step
    g_two = -kernel @ two * step
    # the difference is integrated directly to avoid cancellation
    difference = kernel @ (one - two) * step
    return g_one, g_two, difference


def count_peaks(a):
    inner = a[1:-1]
    return int(np.sum((inner > a[:-2]) & (inner > a[2:]) & (inner > 1e-6)))


def tau_grid(beta):
    return np.arange(int(round(beta / 0.02)) + 1) * 0.02


centre, d, s, beta = 2.0, 0.2, 0.08, 40.0
target = 1e-4
sigma = np.hypot(s, d)

# Shape of the spectra
w, one, two = spectra(centre, d, s)
dw = w[1] - w[0]
assert one.min() >= 0 and two.min() >= 0
assert count_peaks(one) == 1 and count_peaks(two) == 2
assert count_peaks(spectra(centre, 0.9 * s, s)[2]) == 1
assert count_peaks(spectra(centre, 1.1 * s, s)[2]) == 2
moments_one = [np.sum(one * (w - centre) ** n) * dw for n in range(5)]
moments_two = [np.sum(two * (w - centre) ** n) * dw for n in range(5)]
assert np.allclose(moments_one[:4], moments_two[:4], atol=1e-12)
assert abs(moments_one[4] - moments_two[4] - 2 * d**4) < 1e-12
l1_distance = np.sum(abs(one - two)) * dw
middle = len(w) // 2
half_window = 0.1
window_one = 2 * norm.cdf(half_window / sigma) - 1
window_two = (norm.cdf((half_window - d) / s)
              - norm.cdf((-half_window - d) / s))

# Imaginary-time data, closed form and bounds
tau = tau_grid(beta)
g_one, g_two, diff = green_pair(tau, beta, centre, d, s)
best = int(np.argmax(abs(diff)))
max_diff = abs(diff[best])
assert max_diff < target

t_split = 20.0


def log_envelope(u):
    return -u * centre + 0.5 * u**2 * sigma**2


assert log_envelope(2 * t_split) < log_envelope(t_split)
epsilon = np.exp(log_envelope(t_split))
tau_star = (centre - np.sqrt(centre**2 - 16 * sigma**2)) / (2 * sigma**2)
bound_max = (d * tau_star) ** 4 / 12 * np.exp(log_envelope(tau_star))
assert bound_max + 2 * epsilon < target

maxima = {}
roundoff = 1e-14
for b in (20.0, 40.0, 160.0):
    times = tau_grid(b)
    delta = green_pair(times, b, centre, d, s)[2]
    maxima[b] = np.max(abs(delta))
    early = times <= t_split
    te = times[early]
    closed = (np.exp(-te * centre + 0.5 * te**2 * s**2)
              * (np.exp(0.5 * te**2 * d**2) - np.cosh(te * d)))
    bound = (d * te) ** 4 / 12 * np.exp(log_envelope(te))
    assert np.max(abs(delta[early] - closed)) <= 2 * epsilon + roundoff
    assert np.all(closed >= -roundoff)
    assert np.all(closed <= bound + roundoff)
    assert np.max(bound) <= bound_max * (1 + 1e-12)
    assert np.all(abs(delta[times >= t_split]) <= epsilon)
assert max(maxima.values()) - min(maxima.values()) < 1e-12

# Dependence on distance from the chemical potential and on splitting


def leading_estimate(position):
    return (4 / np.e) ** 4 * (d / position) ** 4 / 12


far_max = np.max(abs(green_pair(tau, beta, 2 * centre, d, s)[2]))
ratio_near = max_diff / leading_estimate(centre)
ratio_far = far_max / leading_estimate(2 * centre)
assert abs(ratio_far - 1) < abs(ratio_near - 1) < 0.08
scaled = green_pair(tau / 2, beta, 2 * centre, 2 * d, 2 * s)[2]
scaled_max = np.max(abs(scaled))
assert abs(scaled_max - max_diff) < 1e-12
wide_max = np.max(abs(green_pair(tau, beta, centre, 2 * d, s)[2]))
assert wide_max > target

# Statistical test: the two-peak spectrum is the truth
noise = 1e-4
sample = slice(None, None, 25)
data_times = tau[sample]
signal = diff[sample]
rng = np.random.default_rng(12345)
trials = 20000


def simulate(error):
    data = g_two[sample] + error * rng.standard_normal(
        (trials, len(data_times)))
    chi_one = np.sum(((data - g_one[sample]) / error) ** 2, axis=1)
    chi_two = np.sum(((data - g_two[sample]) / error) ** 2, axis=1)
    return chi_one, chi_two


distance = np.sqrt(np.sum((signal / noise) ** 2))
chi_one, chi_two = simulate(noise)
gap = chi_one - chi_two
wrong = np.mean(gap < 0)
wrong_theory = norm.cdf(-distance / 2)
# tolerances are five standard errors of the simulated averages
assert abs(np.mean(gap) - distance**2) < 5 * 2 * distance / trials**0.5
assert abs(np.std(gap) / (2 * distance) - 1) < 5 / (2 * trials) ** 0.5
assert abs(wrong - wrong_theory) < 5 * (
    wrong_theory * (1 - wrong_theory) / trials) ** 0.5
small_noise = noise * distance / (-2 * norm.ppf(0.01))
chi_one_small, chi_two_small = simulate(small_noise)
wrong_small = np.mean(chi_one_small < chi_two_small)
assert abs(wrong_small - 0.01) < 5 * (0.01 * 0.99 / trials) ** 0.5

print(f"centre of both spectra: {centre:.2f} eV")
print(f"half splitting d: {d:.2f} eV; peak width s: {s:.2f} eV")
print(f"width of single peak sigma: {sigma:.4f} eV")
print(f"beta: {beta:.0f} 1/eV; T: {charge / (boltzmann * beta):.1f} K")
print(f"number of peaks: one {count_peaks(one)}, two {count_peaks(two)}")
print(f"A_one at centre: {one[middle]:.4f} 1/eV")
print(f"A_two at centre: {two[middle]:.4f} 1/eV")
print(f"A_two largest value on grid: {two.max():.4f} 1/eV")
print(f"half width of central window: {half_window:.2f} eV")
print(f"weight in window, one peak: {window_one:.4f}")
print(f"weight in window, two peaks: {window_two:.4f}")
print(f"integral of |A_one-A_two|: {l1_distance:.4f}")
print(f"common variance: {moments_one[2]:.4f} eV^2")
print(f"fourth central moment, one peak: {moments_one[4]:.6f} eV^4")
print(f"fourth central moment, two peaks: {moments_two[4]:.6f} eV^4")
print("tau (1/eV), G_one, G_two, G_two-G_one:")
for value in (0, 1, 2, 4, 8):
    i = int(round(value / 0.02))
    print(f"  {tau[i]:.1f}  {g_one[i]:.7f}  {g_two[i]:.7f}  {diff[i]:.3e}")
print(f"largest |G difference|: {max_diff:.4e}")
print(f"tau of largest difference: {tau[best]:.2f} 1/eV")
print(f"|G_one| at that tau: {abs(g_one[best]):.6f}")
print(f"analytic bound: {bound_max:.4e} at tau {tau_star:.4f} 1/eV")
print(f"thermal remainder epsilon: {epsilon:.2e}")
print(f"leading estimate: {leading_estimate(centre):.4e}")
for b, value in maxima.items():
    kelvin = charge / (boltzmann * b)
    print(f"beta {b:.0f} 1/eV, T {kelvin:.1f} K: max diff {value:.4e}")
print(f"same pair at {2 * centre:.1f} eV: max diff {far_max:.4e}")
print(f"reduction factor on moving the pair: {max_diff / far_max:.2f}")
print(f"all spectral energies doubled: max diff {scaled_max:.4e}")
print(f"d doubled to {2 * d:.2f} eV, s kept: max diff {wide_max:.4e}")
print(f"number of data times: {len(data_times)}")
print(f"spacing of data times: {data_times[1]:.2f} 1/eV")
print(f"error bar per point: {noise:.1e}")
print(f"D: {distance:.4f}; D squared: {distance**2:.4f}")
print(f"simulated data sets: {trials}")
print(f"mean chi2, wrong one-peak spectrum: {chi_one.mean():.2f}")
print(f"mean chi2, true two-peak spectrum: {chi_two.mean():.2f}")
print(f"first data set chi2: one {chi_one[0]:.2f}, two {chi_two[0]:.2f}")
print(f"wrong choice, simulated: {100 * wrong:.2f} percent")
print(f"wrong choice, formula: {100 * wrong_theory:.2f} percent")
print(f"error bar for 1 percent wrong choices: {small_noise:.3e}")
print(f"simulated wrong choices there: {100 * wrong_small:.2f} percent")
print("checks complete")
```

Printed output:

```
centre of both spectra: 2.00 eV
half splitting d: 0.20 eV; peak width s: 0.08 eV
width of single peak sigma: 0.2154 eV
beta: 40 1/eV; T: 290.1 K
number of peaks: one 1, two 2
A_one at centre: 1.8520 1/eV
A_two at centre: 0.2191 1/eV
A_two largest value on grid: 2.4932 1/eV
half width of central window: 0.10 eV
weight in window, one peak: 0.3575
weight in window, two peaks: 0.1056
integral of |A_one-A_two|: 0.6771
common variance: 0.0464 eV^2
fourth central moment, one peak: 0.006459 eV^4
fourth central moment, two peaks: 0.003259 eV^4
tau (1/eV), G_one, G_two, G_two-G_one:
  0.0  -1.0000000  -1.0000000  -2.408e-17
  1.0  -0.1385118  -0.1384935  1.827e-05
  2.0  -0.0200967  -0.0200556  4.109e-05
  4.0  -0.0004862  -0.0004722  1.401e-05
  8.0  -0.0000005  -0.0000004  1.408e-07
largest |G difference|: 4.1140e-05
tau of largest difference: 2.06 1/eV
|G_one| at that tau: 0.017925
analytic bound: 4.3074e-05 at tau 2.1026 1/eV
thermal remainder epsilon: 4.55e-14
leading estimate: 3.9073e-05
beta 20 1/eV, T 580.2 K: max diff 4.1140e-05
beta 40 1/eV, T 290.1 K: max diff 4.1140e-05
beta 160 1/eV, T 72.5 K: max diff 4.1140e-05
same pair at 4.0 eV: max diff 2.4729e-06
reduction factor on moving the pair: 16.64
all spectral energies doubled: max diff 4.1140e-05
d doubled to 0.40 eV, s kept: max diff 7.4763e-04
number of data times: 81
spacing of data times: 0.50 1/eV
error bar per point: 1.0e-04
D: 0.7958; D squared: 0.6332
simulated data sets: 20000
mean chi2, wrong one-peak spectrum: 81.59
mean chi2, true two-peak spectrum: 80.95
first data set chi2: one 74.62, two 75.53
wrong choice, simulated: 34.27 percent
wrong choice, formula: 34.54 percent
error bar for 1 percent wrong choices: 1.710e-05
simulated wrong choices there: 0.92 percent
checks complete
```
